# Full cluster chain or moment reduction for transient enhanced diffusion

## What goes wrong

Implantation leaves silicon with excess self-interstitials. They gather in clusters, and during annealing the clusters release them and speed up boron diffusion. Two different errors can enter a calculation of this process.

The first is a loss of balance. If the cluster equations use the free-interstitial concentration from the previous time step while the free-interstitial equation uses the new one, atoms appear from nowhere. In the example below, with 100 time steps per decade, the error reaches 2.3 % of the implanted excess within the first second. The added diffusion is proportional to the number of atoms released, so false atoms become false diffusion.

The second error is hidden by perfect balance. A reduced cluster model can conserve every atom and give the correct final boron profile, yet take 1250 s instead of 640 s to release 90 % of the atoms. A comparison made after complete dissolution cannot detect it.

The setting discussed here is the cluster treatment in a kinetic calculation fed by electronic-structure energies: a full chain of sizes or a few moments, and the implicit step that advances either.

## The model and its energies

Let $c$ be the concentration of free interstitials and $f_n$ that of clusters with $n=2,\dots,N$ atoms, all divided by the initial excess $C_0$. The layer is homogeneous, the rate equations are mean-field, and single interstitials are the only mobile species. Clusters capture atoms at a size-independent rate, as a rod growing at its ends would:

$$k=4\pi D a\,C_0 ,$$

where $D$ is the interstitial diffusivity and $a$ the capture radius. When two free interstitials meet, the relative diffusivity is $2D$, but identical pairs must be counted once. The two factors cancel, $\tfrac12\,4\pi(2D)a\,C_0c^2=kc^2$, so the same $k$ describes dimer formation.

Let $E_n$ be the energy needed to remove one atom from a cluster of size $n$. From supercell total energies it is

$$E_n=E[I_{n-1}]+E[I]-E[I_n]-E[\text{bulk}].$$

With one configuration per site, site density $C_s$ and vibrational entropy neglected, dilute equilibrium requires $f_n/(f_{n-1}c)=(C_0/C_s)\,e^{E_n/k_BT}$. Capture and emission must then cancel, $kcf_{n-1}=d_nf_n$, which fixes the emission rate:

$$d_n=k\,\frac{C_s}{C_0}\,e^{-E_n/k_BT}.$$

Likewise $c^*=(C_s/C_0)e^{-E_f/k_BT}$ is the equilibrium concentration for formation energy $E_f$. Where vibrational free energies are available, the corresponding free-energy differences replace $E_n$ and $E_f$ in these exponentials. The net rates from size $n$ to $n+1$ are

$$J_1=kc^2-d_2f_2,\qquad J_n=kcf_n-d_{n+1}f_{n+1}\quad(2\le n<N),$$

with $J_N=0$, and $\dot f_n=J_{n-1}-J_n$. Forming a dimer consumes two free atoms and every other growth event one. With a surface sink of rate $s$,

$$\dot c=-2J_1-\sum_{n=2}^{N-1}J_n-s(c-c^*).$$

## Why the atom balance fixes the diffusion

The atoms stored in clusters change at the rate

$$\sum_{n=2}^{N}n(J_{n-1}-J_n)=\sum_{m=1}^{N-1}(m+1)J_m-\sum_{n=2}^{N-1}nJ_n=2J_1+\sum_{n=2}^{N-1}J_n .$$

Adding $\dot c$ cancels all reactions. For $Q=c+\sum_n nf_n$ this leaves $\dot Q=-s(c-c^*)$, and integration gives

$$\int_0^t\left(\frac{c}{c^*}-1\right)dt'=\frac{Q(0)-Q(t)}{s\,c^*}.$$

If boron diffuses with $D_B=D_B^*\,c/c^*$, its added $Dt$ is $D_B^*$ times this integral. Once all clusters have dissolved, the result depends on the stored dose, $s$ and $c^*$, but not on the cluster binding energies. Those decide when the diffusion happens. At any earlier time, the release kinetics matter.

This separates the roles of the computed energies, though not their errors: $E[I]$ enters both $E_f$ and every $E_n$. With $D_B^*$ held fixed, raising $E_f$ by 0.1 eV at 800 °C multiplies the final integral by $e^{0.1/0.09248}\approx2.9$. Changing $E_n$ at fixed $E_f$ shifts the release in time and leaves the completed integral alone, as long as the large-cluster $E_n$ stay below $E_f$. Otherwise the clusters grow at $c^*$ instead of dissolving.

## The implicit step as one equation

Dimer emission and capture are much faster than the dissolution of large clusters, so the equations are stiff. Backward Euler evaluates all rates at the end of a step $h$. For a given new $c$, the cluster equations are linear. For $2<n<N$ they read

$$-hkc\,f_{n-1}+(1+hd_n+hkc)f_n-hd_{n+1}f_{n+1}=f_n^{\rm old}.$$

For $n=2$ the first term is absent and the right side gains $hkc^2$. For $n=N$ there is no growth, so $hkc$ is missing from the diagonal and there is no $f_{N+1}$. Write the system as $A(c)f=b(c)$.

**Non-negative clusters.** The off-diagonal elements of $A$ are not positive. Each column sums to 1, except the dimer column, which sums to $1+hd_2$ because dissociating dimers leave the chain. Now let $A^Tv=r$ with $r\ge0$, and suppose that the smallest component $v_m$ is negative. Row $m$ gives

$$r_m=\sigma_mv_m+\sum_{j\ne m}|A_{jm}|(v_m-v_j)\le\sigma_mv_m<0,$$

where $\sigma_m>0$ is the column sum of $A$. This contradicts $r_m\ge0$, so $v\ge0$. For $r=0$ the same holds for $-v$, so $v=0$ and $A$ is invertible. Hence $(A^T)^{-1}$, and with it $A^{-1}$, has no negative element. Since $b\ge0$, all $f_n\ge0$ for any step length.

**The remaining equation.** Instead of the free-atom equation, use its sum with the cluster equations weighted by $n$. That sum is the atom balance:

$$g(c)=(1+hs)c+\sum_n nf_n(c)-Q_{\rm old}-hsc^*=0 .$$

Nothing is lost by the exchange, because subtracting the weighted cluster equations restores the original one.

At $c=0$ clusters can only emit, so $\sum_n nf_n(0)\le\sum_n nf_n^{\rm old}$ and $g(0)\le-c_{\rm old}-hsc^*<0$. At $c_{\max}=(Q_{\rm old}+hsc^*)/(1+hs)$ the free-atom term alone cancels the constants, leaving $g=\sum_n nf_n\ge0$. A root therefore lies between.

**Uniqueness.** Differentiating $Af=b$ gives $Af'=b'-A'f$. Let $v$ solve $A^Tv=(2,3,\dots,N)^T$. Then $\sum_n nf_n'=v^TAf'=v^T(b'-A'f)$. The source contributes $2hkc\,v_2$. In $-A'f$, each growing cluster leaves row $n$ and enters row $n+1$. Together,

$$\sum_n nf_n'=hk\left[2c\,v_2+\sum_{n=2}^{N-1}f_n(v_{n+1}-v_n)\right].$$

It remains to show that $v$ increases with size. Set $v_1=0$, $w_n=v_n-v_{n-1}$ and $w_{N+1}=0$. The equations for $v$ are

$$v_n+hd_nw_n-hkc\,w_{n+1}=n .$$

For $n=2$ this is $(1+hd_2)w_2-hkc\,w_3=2$. For $n\ge3$, subtracting the equation for $n-1$ gives

$$(1+hd_n+hkc)w_n-hkc\,w_{n+1}-hd_{n-1}w_{n-1}=1 .$$

This matrix again has non-positive off-diagonal elements. Its column sums are 1, or $1+hd_N$ in the last column. The argument above gives $w_n\ge0$, so $g'(c)\ge1+hs>0$. The step has exactly one non-negative solution. The proof holds for any set of emission rates $d_n$, given a size-independent $k$.

**Closing the balance.** Newton's method, kept inside the bracket $[0,c_{\max}]$, finds the root. Each iteration needs two tridiagonal solutions, for $f$ and $f'$, at a cost proportional to $N$. When the correction $\delta=-g/g'$ is small enough, accept $c+\delta$ together with $f+\delta f'$. The balance is linear in these quantities, so its residual becomes $g+\delta g'=0$. What remains is an error of order $\delta^2$ in the cluster equations, not a missing atom. With $|\delta|\le10^{-9}c$, the accumulated imbalance of the full chain stayed near $10^{-14}C_0$.

The lagged scheme shows what is at stake. Its clusters grow with $c_{\rm old}$: new dimers take up $2hkc_{\rm old}^2$ atoms and existing clusters $hkc_{\rm old}\sum_{n=2}^{N-1}f_n$. The free-atom equation, kept linear in $c_{\rm new}$, removes $2hkc_{\rm old}c_{\rm new}$ and $hkc_{\rm new}\sum_{n=2}^{N-1}f_n$ instead. The atoms created in one step are the difference,

$$hk(c_{\rm old}-c_{\rm new})\left(2c_{\rm old}+\sum_{n=2}^{N-1}f_n\right),$$

which is positive whenever $c$ falls.

Conservation does not make a step accurate. Backward Euler has an error proportional to $h$, so if $y_h\approx y+\alpha h$, the combination $2y_{h/2}-y_h$ removes the leading error. It also keeps linear balances, though it does not guarantee positive values.

## Reducing the chain to moments

Suppose that all clusters with $n\ge3$ have the same emission rate $d$, while dimers keep their own $d_2$. Retain $f_2$ and define

$$M=\sum_{n\ge3}f_n,\qquad E=\sum_{n\ge3}(n-3)f_n .$$

Summing $J_{n-1}-J_n$ with weight 1 leaves $J_2$; with weight $n-3$ it leaves $J_3+J_4+\dots$. Neglecting the growth term $kcf_N$ at the end of the chain,

$$\dot f_2=kc^2-d_2f_2-kcf_2+df_3,$$
$$\dot M=kcf_2-df_3,\qquad \dot E=kcM-d(M-f_3).$$

The one unknown outside the set is $f_3$. The atoms stored in clusters are $2f_2+3M+E$, and in their rate of change $f_3$ appears as $(2-3+1)df_3=0$. Any choice of $f_3$ therefore conserves atoms. This is why a bad closure can pass a balance check and still give the correct final diffusion.

Let $x=1+E/M$ be the mean of $j=n-2$ over these clusters. Two closures follow from two assumed size distributions.

**Exponential closure.** For $f_n=f_3r^{n-3}$, the sums are $M=f_3/(1-r)$ and $E=f_3r/(1-r)^2$. Hence $x=1/(1-r)$ and

$$f_3=\frac{M}{x}.$$

**Edge closure.** If dimers fall apart before they can grow, a cluster that shrinks to $n=2$ is lost. The distribution should then vanish towards $j=0$. Take $f\propto j\,e^{-j^2/2\sigma^2}$. For large $\sigma$ the sums become integrals, $\int_0^\infty je^{-j^2/2\sigma^2}dj=\sigma^2$ and $\int_0^\infty j^2e^{-j^2/2\sigma^2}dj=\sigma^3\sqrt{\pi/2}$. So $x=\sigma\sqrt{\pi/2}$ and $f_3\approx M/\sigma^2=\pi M/(2x^2)$. If all clusters are trimers, $x=1$ and $f_3$ must equal $M$. A simple interpolation meets both limits:

$$f_3=\frac{(\pi/2)\,M}{x^2+\pi/2-1}.$$

Against explicit sums over this distribution for $\sigma$ from 0.4 to 50, the largest deviation of the formula is about 4 %. That measures the interpolation, not the assumed shape.

The reduced equations are also advanced by backward Euler, with the atom balance as one row of the Newton system. The uniqueness proof above was given for the chain and is not claimed for them; if Newton's method fails, the step is halved.

## Ripening shows the difference

Without a sink, large clusters grow at the expense of small ones. At late times nearly all atoms are in clusters with $n\ge3$, so $M(x+2)\approx1$. Neglecting new nucleation, $\dot M=-df_3$. Differentiating $M=1/(x+2)$ gives

$$\frac{\dot x}{x+2}=d\,\frac{f_3}{M}.$$

For $x\gg1$ the exponential closure yields $\dot x=d$, hence $x\approx dt$. The edge closure yields $x\dot x=\pi d/2$, hence $x\approx\sqrt{\pi dt}$.

The chain itself decides between them. Clusters gain atoms at rate $kc$ and lose them at rate $d$. For nearly equal rates they diffuse in size space with coefficient $(kc+d)/2\approx d$. With an absorbing edge, the late solution is $f\propto j\,e^{-j^2/4dt}$. This is the assumed edge shape with $\sigma^2=2dt$, and its mean is $\sqrt{\pi dt}$. It describes the ripening stage, while new nucleation is small against the loss of clusters. The final equilibrium of a closed box, $J_n=0$, is geometric, $f_{n+1}=(kc/d)f_n$, and there the exponential closure is the exact one.

The net drift $u=kc-d$ may be ignored here. Conservation gives $\dot E\approx-3\dot M=3df_3$, while the moment equation gives $\dot E=uM+df_3$. Thus $u=2df_3/M\approx\pi d/x^2$, smaller than the diffusive speed $d/x$ by a factor $\pi/x$.

## Worked example at 800 °C

The parameters are round model values: $C_0=10^{18}$ cm⁻³, $C_s=5\times10^{22}$ cm⁻³, $D=10^{-9}$ cm²/s and $a=0.5$ nm. The energy for removing an atom is 1.2 eV for dimers and 1.8 eV for larger clusters, and $E_f=2.5$ eV. All excess atoms start free.

The capture rate is $k=4\pi\times10^{-9}\times5\times10^{-8}\times10^{18}=628$ s⁻¹. A layer of width 100 nm at depth 100 nm, with a linear concentration drop to the surface, gives $s=10^{-9}/(10^{-5}\times10^{-5})=10$ s⁻¹. This treats the layer as well mixed, which a real layer of this width would not be. At 1 s, when $M\approx0.22$, a free atom travels only about $\sqrt{D/(kM)}\approx27$ nm before recapture, so the clusters nearest the surface would dissolve first. The times and the diffusion length below therefore belong to the homogeneous model; a real layer needs a depth grid. The emission rates are $d_2=72.7$ s⁻¹ and $d=0.111$ s⁻¹. When $kc\approx d$, a dimer grows rather than dissociates with probability about $0.111/72.8=0.0015$, so the absorbing edge is justified.

The full chain has $N=120$. Time points are equally spaced in $\log t$ after a first step of $10^{-6}$ s, with 100 and 200 steps per decade. The step-error ratio of 1.99 confirms first order. After extrapolation, the concentrations compared at 0.01, 1 and 100 s and the half-release time agree with an independent stiff integrator within $7\times10^{-5}$ relative.

The supersaturation $c/c^*$ develops as follows.

| $t$ (s) | full | edge | exponential |
|---|---|---|---|
| 1 | 2834 | 2746 | 3300 |
| 10 | 2308 | 2316 | 2661 |
| 100 | 1794 | 1790 | 1664 |
| 300 | 1528 | 1544 | 1075 |

The exponential result is first too high, then too low. To see why, set $\dot c\approx0$, neglect $sc^*$ and dimer recapture, and use the steady dimer balance $d_2f_2\approx kc^2+df_3$. Then

$$0\approx d(M+2f_3)-kcM-sc,\qquad c\approx\frac dk\,\frac{M+2f_3}{M+s/k}.$$

Too large an $f_3$ first releases extra atoms. It also destroys clusters. As $M$ approaches $s/k$, here $1.59\times10^{16}$ cm⁻³, the factor $M/(M+s/k)$ drops and the supersaturation falls below that of the full chain. At 300 s the full chain has $M=4.64\times10^{16}$ cm⁻³ and the exponential closure $1.72\times10^{16}$ cm⁻³. Without the $2f_3$ term, and with $d/(kc^*)=1938$, the formula gives

$$1938\times\frac{4.64}{4.64+1.59}\approx1440,\qquad1938\times\frac{1.72}{1.72+1.59}\approx1010 .$$

Both lie below the computed 1528 and 1075, as expected from omitting a positive term.

Half the atoms are released after 291 s in the full chain, 290 s with the edge closure and 340 s with the exponential one. For 90 % release the times are 639, 619 and 1248 s. Relative to the full chain, the last two are 3 % too short and 95 % too long. At 99 % release, reached after about 820 s in the full chain, the edge closure is 9 % too short.

The edge closure weakens late because the sink adds a drift towards small sizes. Its magnitude relative to the diffusive speed is roughly $x(s/k)/(M+s/k)$. Near 300 s half the atoms remain, so $x\approx0.50/0.0464-2\approx8.8$ and the ratio is about $8.8\times0.255\approx2.2$. Drift pushes clusters to the edge and raises the true $f_3$. The closure then keeps too many clusters, 7 % at 300 s, and the formula for $c$ says that more clusters mean faster release.

All three treatments give the same completed integral, $1.10\times10^6$ s. With a round $D_B^*=10^{-17}$ cm²/s, the added $Dt$ is $1.10\times10^{-11}$ cm², and the diffusion length is $\sqrt{2Dt}=4.7\times10^{-6}$ cm, or 47 nm.

In a closed box with $N=350$, the mean $x$ at $10^4$ s is about 60 for both the full chain and the edge closure, against $\sqrt{\pi dt}\approx59$. The exponential closure gives 989 with 100 steps per decade and no extrapolation. That is below $dt=1106$. A small part of the gap is time-step error; most of it comes from nucleation, which adds small clusters and lowers the mean. With $c\approx d/k$ and $f_2\approx kc^2/d_2$, new trimers form at $k^2c^3/d_2\approx3.0\times10^{-8}$ s⁻¹. The loss is $dM/x\approx1.1\times10^{-7}$ s⁻¹, so about a quarter is being replaced at that time.

Nucleation also ends the agreement of the edge closure. Its loss rate, about $\pi d/(2x^3)$, equals the nucleation rate $d^3/(kd_2)$ at $x=(\pi kd_2/2d^2)^{1/3}\approx180$, and its mean stops there. In a longer chain, $x$ is 187 at $10^5$ s and 569 at $10^6$ s, against 155 and 180 for the edge closure. The new small clusters raise the true $f_3$ far above the edge value. The geometric equilibrium lies at $x\approx1930$.

## Choosing the setting

- **Use the full chain** when binding varies with size or when the distribution itself is wanted. Small interstitial clusters in real silicon fall in this case, with sizes such as 4 and 8 reported as especially stable. Raising $E_4$ and $E_8$ by 0.2 eV in the example moves the 50 % and 90 % times to about 480 and 1050 s, and the constant-binding edge closure is then about 40 % short. Varying $d_n$ would put the new unknown $\sum_n d_nf_n$ into the moment equations.
- **Use the edge closure** when binding is constant beyond an unstable dimer and four variables per point are worth the approximation. Check the drift ratio above: a value above one is a warning, not an error estimate. Check also that nucleation is small against the loss of clusters, that is $x$ well below $(\pi kd_2/2d^2)^{1/3}$; near that size the closure fails even without a sink.
- **Avoid the exponential closure for ripening past an unstable dimer.** Its conserved atoms and correct final integral are no evidence of correct timing.
- **Choose $N$ to cover** the sizes reached in the first rapid growth plus several ripening widths $\sigma=\sqrt{2dt}$, and monitor $Nf_N$. At 640 s, $\sigma\approx12$, so 120 sizes leave ample room; $Nf_N$ stayed below $10^{-26}$.
- **Compare intermediate times**, such as 50 % and 90 % release, and halve the step separately. Atom balance tests neither the closure nor the time resolution.

The scalar step applies to one homogeneous layer. With a depth grid, diffusion couples the values of $c$ at different points, and they must be solved together. Mobile small clusters, boron–interstitial clusters and a depth-dependent sink are outside this model. The numerical output gives the remaining comparisons.

## Calculated quantities

```
temperature 800 C, kT = 0.09248 eV
initial excess C0 = 1.0e+18 cm^-3, site density = 5.0e+22 cm^-3
D = 1.0e-09 cm^2/s, capture radius = 0.50 nm
layer width = 100 nm, depth = 100 nm
energies dimer/large/formation = 1.2/1.8/2.5 eV
capture rate k*C0 = 628.32 1/s, sink rate = 10.00 1/s
emission: dimer 72.720 1/s, larger 0.11064 1/s
equilibrium c* = 9.0855e+10 cm^-3
c balancing large clusters = 1.7609e+14 cm^-3
largest size: open layer 120, closed box 350
steps per decade 100 and 200, first step 1e-06 s
largest atom error, full chain = 1.2e-14 of C0
largest atom error, reductions = 4.4e-15 of C0
largest atom error, lagged scheme to 1 s = 2.26e-02 of C0
atoms in largest size, open layer, at most 3.3e-27 of C0
largest deviation from independent integrator = 6.8e-05
step-error ratio on halving the step = 1.992
diffusion integral, quadrature vs atoms lost: 8.8e-05 relative
edge closure vs explicit size sums: at most 4.0 %
columns below: full chain, edge closure, exponential closure
c/c* at 1 s: 2833.9  2745.7  3300.2
c/c* at 10 s: 2308.1  2316.1  2660.6
c/c* at 100 s: 1793.5  1789.9  1664.3
c/c* at 300 s: 1527.9  1544.3  1074.6
clusters n>=3 at 1 s: 2.217e+17  2.224e+17  2.186e+17 cm^-3
clusters n>=3 at 10 s: 1.819e+17  1.835e+17  1.592e+17 cm^-3
clusters n>=3 at 100 s: 9.420e+16  9.497e+16  4.832e+16 cm^-3
clusters n>=3 at 300 s: 4.642e+16  4.977e+16  1.716e+16 cm^-3
atoms lost in first 1 s, full chain = 3.39 %
50 % release: 290.6  290.3  339.7 s
90 % release: 639.2  618.8  1247.5 s
50 % time error: edge -0.09 %, exponential 16.93 %
90 % time error: edge -3.20 %, exponential 95.15 %
closed-box exponent of x: 0.482  0.474  0.927
closed-box x at 1e4 s: 59.8  59.8  988.8
absorbing-edge law sqrt(pi d t) = 59.0
integral of (c/c*-1): 1.10065e+06  1.10065e+06  1.10065e+06 s
relative spread of the three integrals = 1.1e-14
boron D* = 1.0e-17 cm^2/s, added D*t = 1.101e-11 cm^2
boron diffusion length sqrt(2Dt) = 46.92 nm
```
